# Choosing Bins, Rows and Windows for Slanted-Edge MTF of Image Sensors

An image sensor views a straight boundary between a bright and a dark field. Each row of pixels crosses the boundary once and samples it once per pixel, too coarsely to show its shape. If the boundary is tilted slightly, successive rows sample it at different subpixel positions, and all rows together give a finely sampled edge. Differentiation and a Fourier transform then give the modulation transfer function (MTF). The user must choose the number of bins per pixel, the rows and columns to include, and the corrections to apply. The main biases that these choices leave can be estimated.

## What is measured

Lengths are in pixel pitches and frequencies $\nu$ in cycles per pixel along a row. The $N$ rows have positions $y$ measured from the middle row. The edge is $x=x_0+ty$, with $t=\tan\theta$. The response is assumed linear and the blur symmetric.

With $u=x-x_0-ty$, the distance from the edge along its normal is $u\cos\theta$. Every pixel therefore reads one function $E(u)$, scaled to run from 0 to 1. Define

$$L(u)=\frac{dE}{du},\qquad M(\nu)=\int L(u)e^{-2\pi i\nu u}\,du .$$

Since $u$ is the normal distance divided by $\cos\theta$, $M(\nu)$ is the MTF at normal frequency $f=\nu/\cos\theta$. The normal $(\cos\theta,-\sin\theta)$ gives this frequency the components $\nu$ and $-\nu t$. For a full square pixel,

$$M(\nu)=M_{\rm lens}(f)\,e^{-2\pi^2s^2f^2}\,\mathrm{sinc}(\nu)\,\mathrm{sinc}(\nu t),\qquad \mathrm{sinc}\,z=\frac{\sin\pi z}{\pi z},$$

where $s$ is the rms spread of carriers in the silicon, modelled as Gaussian. The edge yields this system MTF. The sensor's own MTF follows after division by $M_{\rm lens}$, which must be known separately.

## Bins and the finite derivative

Let $q$ be the number of bins per pixel and $b=1/q$ their width. Choose $Nt=m$, an integer with no common factor with $N$. Two rows share a subpixel phase only if $N$ divides $m$ times their separation, hence only if it divides the separation itself. Within $N$ rows this cannot happen for distinct rows, so the phases are evenly spaced by $1/N$. If $q$ divides $N$, each bin receives $N/q$ samples.

For many samples per bin, the bin mean is

$$E_b(u)=\frac1b\int_{-b/2}^{b/2}E(u+v)\,dv .$$

A shift by $v$ multiplies a transform by $e^{2\pi i\nu v}$, and the average of this factor over the bin is $\mathrm{sinc}(b\nu)$. The central difference is also an average, now of the derivative:

$$\frac{E_b(u+b)-E_b(u-b)}{2b}=\frac1{2b}\int_{-b}^{b}E_b'(u+v)\,dv .$$

It contributes $\mathrm{sinc}(2b\nu)$. The total factor is

$$D(\nu)=\mathrm{sinc}(b\nu)\,\mathrm{sinc}(2b\nu).$$

The difference is known only at multiples of $b$. Poisson summation turns its discrete transform into

$$\sum_j M(\nu+jq)\,D(\nu+jq).$$

At $\nu=0$ the replicas vanish because $\mathrm{sinc}(j)=0$ for $j\ne0$, so normalization is unaffected. Elsewhere they vanish if $|\nu+jq|$ exceeds the lens cutoff for every $j\neq0$. Division by $D$ then restores $M$.

For small $b\nu$, use $\mathrm{sinc}\,z\simeq1-\pi^2z^2/6$ in both factors:

$$D\simeq1-\frac{\pi^2b^2\nu^2}{6}(1+4)=1-\frac{5\pi^2\nu^2}{6q^2}.$$

Four fifths of this loss comes from the difference and one fifth from the bins, so correcting the difference alone is incomplete. At $\nu=q/2$, $D$ is zero and no correction is possible.

## Window length

A diffraction-limited circular lens has, with $r=f/f_c$ and cutoff $f_c$,

$$M_{\rm lens}=\frac2\pi\left(\arccos r-r\sqrt{1-r^2}\right)\simeq1-\frac{4r}{\pi}.$$

Thus $M\simeq1-c|\nu|$ near zero, with $c=4/(\pi f_c\cos\theta)$. The second derivative of $M$ contains $-2c\,\delta_{\rm D}(\nu)$, where $\delta_{\rm D}$ is the Dirac function. Differentiating $M$ twice multiplies $L(u)$ by $-4\pi^2u^2$, so the leading tail is

$$L(u)\simeq\frac{c}{2\pi^2u^2}.$$

A window ending at $\pm X$ omits the area

$$\tau=2\int_X^\infty\frac{c}{2\pi^2u^2}\,du=\frac{c}{\pi^2X}.$$

The zero-frequency value falls by this amount. At higher frequency the missing tail oscillates in the transform and nearly cancels. Normalization therefore raises the curve to about $M/(1-\tau)$.

## Error in the edge angle

Suppose the assumed slope is $t'=t+\delta$. The assigned coordinate is $u'=u-\delta y$, so a sample placed at $u'$ has the value $E(u'+\delta y)$. Averaged over the edge position $x_0$, all rows contribute equally at each $u'$, and the transform is multiplied by

$$\frac1N\int_{-N/2}^{N/2}e^{2\pi i\nu\delta y}\,dy=\mathrm{sinc}(N\nu\delta)\simeq1-\frac{(\pi N\nu\delta)^2}{6}.$$

This loss is even in $\delta$: either sign of angle error lowers the phase-averaged MTF.

A single image also has a first-order error. At fixed $u'$, column $n$ contributes from the row position $y=(n-x_0-u')/t'$. These positions form a comb, and Poisson summation over $n$ gives harmonics $e^{2\pi ik(x_0+u')}$. For $k=1$, the sum of the samples, relative to the mean count, contains

$$e^{2\pi i(x_0+u')}\frac1N\int_{-N/2}^{N/2}E(u'+\delta y)e^{2\pi it'y}\,dy,$$

while the count contains $e^{2\pi i(x_0+u')}\mathrm{sinc}(Nt')$. A bin mean is the ratio of the two binned sums. To first order in the harmonics, its $k=1$ part is the sample term minus the count term times the smeared edge.

Away from zero frequency the transform of $E$ is $M(\nu)/(2\pi i\nu)$. The factor $e^{2\pi iu'}$ shifts its argument to $\nu-1$. In the sample term the phase in $y$ is $(\nu-1)\delta+t'=\nu\delta+t$, and binning gives $\mathrm{sinc}(b\nu)$. In the count term, count and edge are binned separately, giving $\mathrm{sinc}(b)\,\mathrm{sinc}[b(\nu-1)]$. Differentiation multiplies by $2\pi i\nu$. After division by $D$, the added term is $e^{2\pi ix_0}A_1$, with

$$A_1=\frac{\nu}{\nu-1}M(\nu-1)\left\{\mathrm{sinc}[N(\nu\delta+t)]-R\,\mathrm{sinc}[N(t+\delta)]\,\mathrm{sinc}[N(\nu-1)\delta]\right\},$$

$$R=\frac{\mathrm{sinc}(b)\,\mathrm{sinc}[b(\nu-1)]}{\mathrm{sinc}(b\nu)} .$$

For integer $m$ and small $z$, $\mathrm{sinc}(m+z)\simeq(-1)^mz/m$. With $Nt=m$ and $N|\delta|\ll1$,

$$A_1\simeq(-1)^m\frac{\nu}{\nu-1}M(\nu-1)\frac{\delta}{t}(\nu-R).$$

At the Nyquist frequency $\nu=1/2$ with $q=4$, $R=\mathrm{sinc}(1/4)=0.900$. The amplitude is then $0.40\,M|\delta|/t$. It changes sign with edge phase and averages out over $x_0$, but a single image retains it.

The same formula treats an incomplete phase cycle. For $\delta=0$ and non-integer $Nt$, the bracket is $(1-R)\,\mathrm{sinc}(Nt)$. At Nyquist with $q=4$ and $Nt=7.5$, the amplitude is about $0.0997\times0.042$, or 0.4 % of $M$. This is the first harmonic only. Higher harmonics and uneven filling of the bins can make the total variation with edge phase several times larger.

## Angle error caused by noise

Let $\sigma^2$ be the pixel noise variance averaged over the bright and dark sides, and $A$ the contrast. In a row of $C$ pixels with signals $s_j$, the edge is located by the centroid of the differences $s_{j+1}-s_j$ at the midpoints $x_{j+1/2}$. Linearizing numerator and denominator in the noise $n_j$ gives the centroid error

$$\delta c_{\rm row}=\frac1A\sum_{j=0}^{C-2}(x_{j+1/2}-c_{\rm row})(n_{j+1}-n_j).$$

An interior $n_j$ appears twice, with net coefficient $x_{j-1/2}-x_{j+1/2}=-1$. For a centred edge, each end pixel has coefficient $(C-2)/2$. Independent noise therefore gives

$$\sigma_c^2=\frac{\sigma^2}{A^2}\left[(C-2)+\frac{(C-2)^2}{2}\right]=\frac{\sigma^2}{A^2}\,\frac{C(C-2)}2 .$$

The end pixels dominate, so a wide fitting region is harmful.

The least-squares slope is $\sum yc_{\rm row}/\sum y^2$, and its variance is $\sigma_c^2/\sum y^2$. For one slope error, the relative loss averaged over edge phase is $2\pi^2\nu^2\delta^2\sum y^2/N$ to second order. Averaging over the noise cancels $\sum y^2$:

$$\beta=\frac{2\pi^2\nu^2\sigma_c^2}{N}.$$

## Noise in the spectrum

Each bin mean has variance $q\sigma^2/N$. Let $K$ be the number of bins and $\omega=2\pi\nu b$. In the transform of half the difference between neighbours on either side, an interior bin $j$ has the coefficient

$$\tfrac12\left[e^{-i\omega(j-1)}-e^{-i\omega(j+1)}\right]=i\sin\omega\,e^{-i\omega j}.$$

The two bins at each end have coefficients of magnitude $1/2$; the four squares add to 1. After division by contrast and by $D$, the noise power is

$$\sigma_M^2=\frac{q\sigma^2}{NA^2}\,\frac{(K-4)\sin^2\omega+1}{D^2}.$$

Noise in the normalization is neglected, which fails near $\nu=0$. For a window of $W=K/q$ pixels with end terms dropped, $\sin^2\omega/\mathrm{sinc}^2(2b\nu)=(2\pi\nu b)^2$, and

$$\sigma_M^2\simeq(2\pi\nu)^2\frac WN\frac{\sigma^2}{A^2}\frac1{\mathrm{sinc}^2(b\nu)}.$$

The explicit powers of $q$ have cancelled. Finer bins do not raise the corrected noise as long as every bin stays well filled and $(2\pi\nu)^2W\gg q$, so that the end terms are negligible. At low frequency the end terms and the normalization noise grow with $q$. In the example below, at $\nu=0.1$, the rms noise rises from 0.0056 for $q=4$ to 0.0086 for $q=16$.

Write the noisy result as $M+a+ib$, where here $a$ and $b$ are noise components, each of variance $\sigma_M^2/2$. Its mean power is $M^2+\sigma_M^2$. For $M\gg\sigma_M$, its magnitude is $M+a+b^2/(2M)$, with mean $M+\sigma_M^2/(4M)$. If $M=0$, the mean magnitude is $\sqrt\pi\,\sigma_M/2$, a false floor. If the slope is known, the remedy is to average powers over images, subtract $\sigma_M^2$, and then take the root. With a fitted slope, the power of the alias error remains and matters where $M$ is small. Clipping negative powers image by image would bring back a positive bias.

## A worked measurement

Take a pitch of 3.5 µm, a carrier spread of 0.8 µm, and an f/4 lens at 550 nm. The edge has slope 0.0875, or 5.0 degrees. With 80 rows, $Nt=7$. There are 64 columns, a 48-pixel window and four bins per pixel. The Nyquist frequency is 142.9 cycles/mm.

At Nyquist the lens gives 0.6051 and the sensor 0.4894; their product is 0.2961. The derivative factor is $D=0.8774$, so omitting it lowers the result by 12 %. On noise-free synthetic images the value is 0.2607 before division and 0.2971 after. The remaining excess is the window effect. The central differences sum to the mean of the last two bins minus the mean of the first two, and these lie on average $X=24-b=23.75$ pixels from the edge. With $c=0.803$, $\tau=0.34$ %, and the rise measured at $\nu=0.25$ is also 0.34 %.

A deliberate angle error of 0.5 degree gives $\delta=0.00880$ and a smear of $80\delta=0.704$ pixel. The predicted Nyquist factor is $\mathrm{sinc}(0.352)=0.808$; the phase-averaged images give 0.809. Single images range from 0.2305 to 0.2494. Here $N\delta$ is not small, and the full $A_1$ has magnitude only about 0.004, less than half of the observed half-range of 0.0095. The first harmonic alone therefore does not explain the range. For a 2 % slope error, where the expansion should hold, the formula gives $A_1=-0.00211$ and the images $-0.00221$.

Let the two sides hold 8000 and 800 electrons, with read noise of 3 electrons. Then

$$\sigma=\sqrt{4400+9}=66.4,\qquad \frac\sigma A=\frac{66.4}{7200}=0.00922,$$

$$\sigma_c=0.00922\sqrt{\frac{64\times62}{2}}=0.411\ \text{pixel}.$$

The predicted slope scatter is 0.00199, or 0.113 degree; 2000 noisy images give 0.00200. The Nyquist loss is

$$\beta=\frac{2\pi^2(0.5)^2(0.411)^2}{80}=1.04\ \%,$$

against 1.02 % measured. The same noise enters both the fit and the spectrum, and the formula neglects their correlation. With both included, the slope fit changes the mean power by $-0.00180$, against $-0.00184$ predicted.

The rms spectral noise at Nyquist is 0.0229, and its mean upward bias is only 0.0004. Near the pixel's MTF zero the situation reverses. At $\nu=0.90$ the noise-free value is 0.0149, but the mean noisy magnitude is 0.0416.

The full correction subtracts the noise power, takes the root, multiplies by $1-\tau$ and divides by $1-\beta$. One image then gives a corrected system MTF of 0.2548 at Nyquist, hence a sensor MTF of $0.2548/0.6051=0.421$, 14 % below the model value. Its fitted angle is wrong by 0.14 degree. Averaged over edge phase, such an error causes a loss of about 1.6 %, of which the division by $1-\beta$ has already restored 1.0 %. In a single image the first alias harmonic adds a change of up to about 1 %, of either sign. Higher harmonics and uneven filling of the bins add more: for a 2 % slope error the rms phase-dependent change of the complex result at Nyquist is 0.0055, against $|A_1|=0.002$. Most of the deficit is still random noise, roughly two and a half standard deviations of the magnitude noise, $0.0229/\sqrt2=0.016$. Only about one image in a hundred falls this low. Correcting the mean bias cannot remove this scatter.

The 2000 images together give 0.2961 at Nyquist, equal to the model value at this precision. At $\nu=0.75$ they give 0.0714 against 0.0699. An upward bias is expected there: errors that change sign with edge phase still add their squares to the mean power. The first harmonic $A_1$ supplies only about a fifth of this excess power. Higher harmonics and uneven filling of the bins supply most of the rest.

## Comparison with a real camera

The pitch, aperture and signal levels are roughly those of an industrial CMOS camera; the carrier spread is a rough model value that in a real device depends on wavelength and pixel structure. One important assumption is a perfectly known lens. In this model, 10 µm of defocus lowers the Nyquist MTF by 7.0 %, and a change of wavelength to 500 or 600 nm changes the lens factor by $+5.8$ % or $-5.7$ %. If not corrected, these errors pass directly into the sensor MTF. A pixel gain variation of 1 % raises the mean noise by 32 %. It is a fixed pattern, so repeated frames with the edge in the same place do not average it away.

Lens distortion can bend the edge. A parabola of sag $h$ has shift $4hy^2/N^2$, whose variance over the rows is $h^2(1/5-1/9)=4h^2/45$. The relative loss is $2\pi^2\nu^2(4h^2/45)$, or 1.8 % at Nyquist for $h=0.2$ pixel; the synthetic images give 1.7 %.

A weak quadratic response $E+\epsilon E(1-E)$ adds $\epsilon L(1-2E)$ to the line spread. For a symmetric blur this is odd, its transform is imaginary, and the magnitude changes only at order $\epsilon^2$. For $\epsilon=0.02$ the measured change at Nyquist is 0.02 %. The relative change grows where $M$ is small, to 0.5 % at $\nu=0.90$ and 5 % at $\nu=0.97$. A strong tone curve is outside this estimate and should be inverted first.

## Choosing the settings

- **Bins per pixel.** Choose $q$ so that the replicas lie beyond the optical cutoff and the highest frequency wanted is well below $q/2$. Four bins meet both conditions here up to Nyquist. Use more only if each bin remains well filled, and divide by both factors of $D$.
- **Rows.** Choose $N$ so that $Nt$ is close to an integer and the phases do not repeat early. At fixed noise per pixel, $\beta$ and $\sigma_M^2$ fall as $1/N$. The loss from a fixed slope error grows as $N^2$, however, and that from a fixed edge curvature as $N^4$, because the sag itself grows as $N^2$. Once these dominate, more rows make the result worse.
- **Columns for the fit.** Keep the region narrow, but wide enough for the blurred edge and its drift of $Nt$ pixels. For a centred edge, going from 64 to 32 columns lowers $\sigma_c^2$ from 1984 to 480 in units of $(\sigma/A)^2$, a factor of about four in $\beta$. The tails cut off bias the centroid, and with it the fitted slope even without noise: by $-0.26$ % for 64 columns and $-0.5$ % for 32 in this example.
- **Window for the transform.** Noise power grows as $W$, while the tail error falls as $1/W$. Since $\tau$ can be calculated for a known lens, a shorter window with this correction may be considered when noise dominates. Only the 48-pixel window was tested here, and the neglected oscillating part of the tail matters more where $M$ is small.
- **Repeated images.** Shift the edge by fractions of a pixel between frames. Average the powers before subtracting the noise power. This reduces the random scatter and averages out the part of the power that is linear in the alias $A_1$, but $|A_1|^2$ and the squares of the higher harmonics remain. The result is therefore unreliable where the MTF is small: at $\nu=0.90$ a 2 % slope error gives $|A_1|\simeq0.011$ and an rms phase-dependent error of 0.019 from all harmonics together, against an MTF of 0.015.

The numerical output below lists the remaining frequencies and intermediate values.

## Values computed for the example and the checks

```
Pitch 3.5 um; carrier spread 0.8 um; lens f/4; 550 nm
Bright 8000, dark 800, read noise 3 electrons
Rows 80, columns 64, window 48 pixels, bins per pixel 4
Edge slope 0.0875; angle 5.0006 degrees
Normal-frequency scale 1/cos(angle): 1.00382
Lens cutoff: 1.5909 cycles/pixel = 454.5 cycles/mm
Row Nyquist frequency: 142.9 cycles/mm
nu (cycles/pixel), D, lens MTF, sensor MTF, system MTF:
  0.25  0.9682  0.8000  0.8430  0.6744
  0.50  0.8774  0.6051  0.4894  0.2961
  0.75  0.7396  0.4208  0.1661  0.0699
  0.90  0.6419  0.3180  0.0466  0.0148
Noise-free Nyquist MTF before / after division by D: 0.2607 / 0.2971
Window tail area: formula 0.343 %, measured rise 0.338 %
0.5 degree error: slope error 0.00880, smear 0.704 pixels
  Nyquist factor: formula 0.8083, measured 0.8090
  single-image MTF range over edge phase: 0.2305 to 0.2494
2 % slope error, Nyquist alias: formula -0.002112, measured -0.002209 (real part)
Mean pixel noise 66.40 electrons; noise/contrast 0.00922
Row centroid noise: 0.4108 pixels
Slope scatter: formula 0.001989, measured 0.002004
Angle scatter: 0.1131 degrees
Nyquist loss from fitted angle: formula 1.041 %, measured 1.023 %
Paired power change at Nyquist: formula -0.001838, measured -0.001803
nu, rms spectral noise: formula, measured:
  0.25  0.01138  0.01146
  0.50  0.02291  0.02309
  0.75  0.03543  0.03559
  0.90  0.04362  0.04436
Nyquist magnitude bias from noise: 0.000442
At nu=0.90: true 0.0149, mean magnitude predicted 0.0409, measured 0.0416
One image: fitted angle 5.1413 degrees
nu, one-image raw MTF, corrected system, corrected sensor, ensemble system:
  0.25  0.6839  0.6832  0.8540  0.6742
  0.50  0.2540  0.2548  0.4211  0.2961
  0.75  0.0570  0.0456  0.1084  0.0714
Number of noisy images in ensemble: 2000
Neglected effects at Nyquist (relative MTF change):
  lens defocus of 10 um: -7.00 %
  lens at 500 nm / 600 nm: 5.75 % / -5.70 %
  edge sag of 0.2 pixel: -1.73 %
  quadratic response coefficient 0.02: 0.02 %
Pixel gain variation of 1 %: noise rises by 31.6 %
```
